# Phonon-assisted tunnelling in a uniform field: the reduced mass

## The form of the answer

An electron in the valence band of an indirect semiconductor crosses the gap under a field $F$ and enters a conduction valley elsewhere in the Brillouin zone. One phonon supplies the change of crystal momentum. Let $f=qF$ be the force, with $q>0$ the elementary charge, and let $W$ be the energy to be bridged by the field. The tunnelling amplitude is governed by $e^{-S}$, where the semiclassical decay $S$ is the integral of a decay constant $\sqrt{2m\times\text{energy}}/\hbar$ over a length.

The available quantities are $\hbar$, $f$, $W$ and the masses $m_e$ and $m_h$ of electron and hole along the field. The only length made of $f$ and $W$ is $W/f$. Since $S$ is proportional to $1/\hbar$,

$$S=C\,\frac{\sqrt{2m^*}\;W^{3/2}}{\hbar f},\tag{1}$$

where $C$ is a number and $m^*$ is homogeneous of degree one in the two masses. Reversing the direction of $x$ and exchanging the roles of the two bands leaves the problem unchanged, so $m^*(m_e,m_h)$ is symmetric.

Two limits narrow the choice. If one mass tends to zero, decay in that band costs nothing, and $m^*\to0$. This excludes the arithmetic mean. If one mass tends to infinity, the path can avoid that band, and $m^*$ must stay finite. This excludes the geometric mean. The reduced mass satisfies both demands, but other functions do too. The position of the phonon event decides the matter.

## Band edges and decay constants

Let the electron potential energy fall along $+x$, and take the initial electron energy as zero. The band edges are

$$E_v(x)=-fx,\qquad E_c(x)=E_g-fx .\tag{2}$$

The valence state meets its turning point at $x=0$ and decays for $x>0$. After emission of a phonon the electron has energy $-\hbar\omega$; after absorption it has $+\hbar\omega$. It leaves the gap where $E_c$ equals this final energy:

$$L=\frac{W}{f},\qquad W=E_g\pm\hbar\omega,\tag{3}$$

with the upper sign for emission. Emission lengthens the path because the electron must reach a lower band edge.

Inside the gap, the initial energy lies $fx$ above the valence edge, and the final energy lies $E_c-(\mp\hbar\omega)=W-fx=f(L-x)$ below the conduction edge. Assume that each band continues into the gap parabolically. The decay constants are then

$$\kappa_h(x)=\frac{\sqrt{2m_hf\,x}}{\hbar},\qquad
\kappa_e(x)=\frac{\sqrt{2m_ef\,(L-x)}}{\hbar}.\tag{4}$$

Transverse kinetic energies are zero for now.

## Minimising over the event position

If the phonon event occurs at $x$, the electron decays as a valence state from $0$ to $x$ and as a conduction state from $x$ to $L$:

$$S(x)=\int_0^x\kappa_h(x')\,dx'+\int_x^L\kappa_e(x')\,dx'.\tag{5}$$

Each integral is that of a square root, $\int_0^u\sqrt{u'}\,du'=\tfrac23u^{3/2}$, with $u'=L-x'$ in the second. Hence

$$S(x)=\frac{2\sqrt{2f}}{3\hbar}\left[\sqrt{m_h}\,x^{3/2}+\sqrt{m_e}\,(L-x)^{3/2}\right].\tag{6}$$

Differentiating (5) with respect to its limits gives

$$S'(x)=\kappa_h(x)-\kappa_e(x).\tag{7}$$

Moving the event forward by $dx$ replaces conduction-band decay over $dx$ by valence-band decay. At the best position the exchange brings no gain, so the decay constants are equal. Squaring $\kappa_h=\kappa_e$ and using (4),

$$m_hx_*=m_e(L-x_*)\quad\Rightarrow\quad x_*=\frac{m_e}{m_e+m_h}\,L.\tag{8}$$

Since $\kappa_h$ rises with $x$ and $\kappa_e$ falls, $S'$ increases throughout the gap. It is negative at $x=0$ and positive at $x=L$, so (8) is the single minimum. The event lies nearer the end belonging to the heavier band, which shortens the costly leg.

Write $M=m_e+m_h$. Then $x_*=m_eL/M$ and $L-x_*=m_hL/M$, and the bracket in (6) becomes

$$\frac{L^{3/2}}{M^{3/2}}\left[\sqrt{m_h}\,m_e^{3/2}+\sqrt{m_e}\,m_h^{3/2}\right]
=\frac{L^{3/2}}{M^{3/2}}\sqrt{m_em_h}\,(m_e+m_h)
=L^{3/2}\sqrt{\frac{m_em_h}{M}} .\tag{9}$$

The last root is $\sqrt\mu$, with $1/\mu=1/m_e+1/m_h$. Inserting $L=W/f$ in (6), the powers of $f$ combine as $f^{1/2}f^{-3/2}=f^{-1}$:

$$S_{\min}=\frac{2\sqrt{2\mu}\;W^{3/2}}{3\hbar qF},\qquad
e^{-2S_{\min}}=\exp\!\left[-\frac{4\sqrt{2\mu}\,(E_g\pm\hbar\omega)^{3/2}}{3\hbar qF}\right].\tag{10}$$

Thus $m^*=\mu$ and $C=2/3$ in (1). The factor 2 in the second exponent converts amplitude to probability.

The common decay constant at the event follows from $fx_*=m_eW/M$:

$$\kappa_*=\frac{\sqrt{2m_h\,m_eW/M}}{\hbar}=\frac{\sqrt{2\mu W}}{\hbar},\qquad S_{\min}=\tfrac23\kappa_*L.\tag{11}$$

The first term of the bracket in (9) is a fraction $m_e/M$ of the sum, so the hole leg carries that fraction of $S_{\min}$, equal to its fraction of the length.

## Limits and sensitivity to the masses

For $m_h\gg m_e$, $\mu\simeq m_e(1-m_e/m_h)$ and $x_*\to0$: the phonon acts near the valence turning point, and the electron mass controls the decay. The opposite limit follows by exchange. For equal masses $m$, the event lies at the centre and $\mu=m/2$, so $S$ is $1/\sqrt2$ times its value for a path wholly in one band.

The sensitivity to a mass follows without differentiating $\mu$. A small change of $m_h$ shifts $x_*$, but the shift has no first-order effect because $S'(x_*)=0$. What remains is the factor $\sqrt{m_h}$ in the hole leg, so

$$\frac{\partial\ln S_{\min}}{\partial\ln m_h}=\frac12\,\frac{m_e}{m_e+m_h}.\tag{12}$$

The corresponding result for $m_e$ has $m_h$ in the numerator. The lighter mass therefore has the greater relative influence.

## Why the minimum governs the rate

The phonon event has no prescribed position, so the use of a minimum needs a reason. Let $\psi_v$ and $\psi_c$ be the real envelopes of the two states. Let $Q$ be the phonon wave vector along the field, measured from the separation of the band extrema. For weak, local coupling, the golden rule contains $|M(Q)|^2$, where

$$M(Q)=\int\psi_v(x)\psi_c(x)e^{iQx}\,dx .\tag{13}$$

Take the coupling strength and phonon energy as independent of $Q$. Summing over $Q$ and using $\int e^{iQ(x-x')}dQ=2\pi\delta(x-x')$,

$$\int\frac{dQ}{2\pi}\,|M(Q)|^2=\int\psi_v^2(x)\,\psi_c^2(x)\,dx .\tag{14}$$

The rate is thus a sum of probabilities over event positions. In the gap the integrand varies mainly as $e^{-2S(x)}$, and for large $S$ it is concentrated near $x_*$. Differentiating (7) and using $\kappa_h\propto x^{1/2}$ and $\kappa_e\propto(L-x)^{1/2}$,

$$S''(x_*)=\frac{\kappa_*}{2x_*}+\frac{\kappa_*}{2(L-x_*)}=\frac{\kappa_*L}{2x_*(L-x_*)} .\tag{15}$$

Near the minimum, $2S\simeq2S_{\min}+S''(x_*)(x-x_*)^2$. This is a Gaussian weight of variance

$$\sigma^2=\frac1{2S''(x_*)}=\frac{x_*(L-x_*)}{\kappa_*L}=\frac{2}{3S_{\min}}\,\frac{m_em_h}{M^2}\,L^2,\tag{16}$$

where the last form uses (8) and (11). The relative spread $\sigma/L$ falls as $S_{\min}^{-1/2}$. The Gaussian must also fit between the turning points. The conditions $\sigma^2\ll x_*^2$ and $\sigma^2\ll(L-x_*)^2$ require both $m_e/m_h$ and $m_h/m_e$ to be much larger than $2/(3S_{\min})$. For very unequal masses the event crowds against a turning point, and the Gaussian no longer describes the distribution of its positions.

## The same mass from the wave functions

In a uniform field the reduced mass can be found without a semiclassical path. A valence electron has kinetic energy of negative sign, so its envelope equation at zero energy is $(\hbar^2/2m_h)\psi_v''-fx\psi_v=0$. The conduction equation at the final energy is $-(\hbar^2/2m_e)\psi_c''+f(L-x)\psi_c=0$. With

$$a^3=\frac{\hbar^2}{2m_hf},\qquad b^3=\frac{\hbar^2}{2m_ef},\tag{17}$$

they read $\psi_v''=x\psi_v/a^3$ and $\psi_c''=(L-x)\psi_c/b^3$. The solutions that decay into the gap are, apart from normalisation, $\mathrm{Ai}(x/a)$ and $\mathrm{Ai}((L-x)/b)$. Their integral representations are

$$\begin{aligned}
\mathrm{Ai}(x/a)&=\frac a{2\pi}\int dk\,e^{i(a^3k^3/3+kx)},\\
\mathrm{Ai}((L-x)/b)&=\frac b{2\pi}\int dp\,e^{i[b^3p^3/3+p(L-x)]}.
\end{aligned}\tag{18}$$

In (13), the integral over $x$ gives $2\pi\delta(k+Q-p)$, so $p=k+Q$ and

$$M(Q)=\frac{ab}{2\pi}\int dk\,\exp i\!\left[\frac{a^3k^3+b^3(k+Q)^3}{3}+(k+Q)L\right].\tag{19}$$

Set $c^3=a^3+b^3$ and $k=s-b^3Q/c^3$, which gives $k+Q=s+a^3Q/c^3$. The cubic term is $c^3s^3/3$. The quadratic terms are $-a^3b^3Qs^2/c^3$ and $+a^3b^3Qs^2/c^3$, and they cancel. The linear terms from the cubes add to

$$\frac{a^3b^6+b^3a^6}{c^6}\,Q^2s=\frac{a^3b^3}{c^3}\,Q^2s .$$

Terms without $s$ give only a phase. Therefore

$$|M(Q)|=\frac{ab}{c}\,\mathrm{Ai}\!\left(\frac{L+a^3b^3Q^2/c^3}{c}\right),\qquad
c^3=\frac{\hbar^2}{2f}\left(\frac1{m_h}+\frac1{m_e}\right)=\frac{\hbar^2}{2\mu f}.\tag{20}$$

The cubes of the two Airy lengths add, and this addition is the reduced-mass rule. For $Q=0$ and $L\gg c$, $\mathrm{Ai}(L/c)$ decays as $\exp[-\tfrac23(L/c)^{3/2}]$. Substitution of $c^3$ reproduces $S_{\min}$ of (10).

The mismatch also has a simple meaning. From (17), $a^3b^3/c^3=(a^{-3}+b^{-3})^{-1}=\hbar^2/(2Mf)$. Multiplying the added length by $f$ shows that $Q$ replaces $W$ by

$$W+\frac{\hbar^2Q^2}{2(m_e+m_h)} .\tag{21}$$

The reduced mass controls the decay, while the total mass controls the penalty for a mismatched phonon.

## Transverse energy

A phonon can also change the transverse momentum, so the transverse kinetic energies $T_v$ and $T_c$ of the initial and final states are independent. The depths become $fx+T_v$ and $W-fx+T_c$. Their sum is $W+T_v+T_c$, which replaces $W$ in (10). For small $T=T_v+T_c$, the expansion $(W+T)^{3/2}\simeq W^{3/2}(1+3T/2W)$ gives

$$e^{-2S}\simeq e^{-2S_{\min}}e^{-T/E_\perp},\qquad E_\perp=\frac{W}{3S_{\min}} .\tag{22}$$

## A worked example

Take rough, round parameters in the regime of a silicon tunnel transistor: $E_g=1.1$ eV, $\hbar\omega=0.06$ eV, $m_e=0.20\,m_0$, $m_h=0.15\,m_0$ and $F=2$ MV/cm, which is 0.2 V/nm. Here $m_0$ is the free-electron mass. For emission,

$$W=1.1+0.06=1.16\ \text{eV},\quad L=\frac{1.16}{0.2}=5.8\ \text{nm},\quad \mu=\frac{0.20\times0.15}{0.35}m_0=0.0857\,m_0 .$$

The event lies at $x_*=(0.20/0.35)\times5.8=3.31$ nm. The depth is 0.663 eV on the hole side and 0.497 eV on the electron side. Equation (11) gives $\kappa_*=1.615$ nm$^{-1}$ and

$$2S_{\min}=\tfrac43\times1.615\times5.8=12.49,\qquad e^{-2S_{\min}}=3.8\times10^{-6}.$$

The hole leg contributes 3.57 to $S_{\min}=6.25$, and the electron leg 2.68. With the event at the entry, $S$ would be 9.54; at the exit, 8.26. Changing band inside the gap therefore matters greatly.

At fixed $W$ and masses, $2S_{\min}$ is 25.0 at 1 MV/cm and 8.33 at 3 MV/cm. Its product with the field is constant at 25.0 MV/cm.

Equation (16) gives a spread of 0.94 nm. Numerical integration of the squared Airy functions in (14) gives a mean position of 3.34 nm and a spread of 0.97 nm. The event is thus spread over a noticeable part of the path, although the minimum locates its centre well. The Laplace estimate of the integral uses the leading form $\mathrm{Ai}^2(z)\simeq e^{-4z^{3/2}/3}/(4\pi\sqrt z)$ for each state, with the prefactors evaluated at $x_*$. The numerical integral is 0.959 of this estimate at 2 MV/cm and 0.998 of it at 0.1 MV/cm, as expected for an approximation that improves with $S$. Inserting (20) in (14) shows that this ratio depends on $S_{\min}$ alone, not on the ratio of the masses.

The transverse scale is $E_\perp=1.16/(3\times6.25)=0.062$ eV.

## What the model leaves out

The factors below compare $e^{-2S}$ with the emission result at 2 MV/cm. Other parameters are held fixed, and prefactors are omitted.

Phonon absorption has $W=1.04$ eV and $2S_{\min}=10.61$. At 300 K the phonon occupation is $N=[e^{\hbar\omega/k_BT}-1]^{-1}=0.109$. Including the weights $N$ and $N+1$, the ratio of absorption to emission is

$$\frac{N}{N+1}\,e^{12.49-10.61}\simeq0.65 .$$

Absorption is not negligible here: the shorter barrier nearly offsets the scarcity of phonons. The prefactors push the same way: summing the squared overlap (20) over $Q$ and over the transverse energies raises the ratio to about 0.76.

Silicon has anisotropic valleys and several hole bands. Raising $m_e$ to $0.9\,m_0$, roughly the mass along the long axis of a valley, multiplies the exponential by 0.060. Restoring $m_e$ and raising $m_h$ to $0.5\,m_0$ multiplies it by 0.026. On exponential grounds the light-mass channel leads, though densities of states and couplings also enter the current.

Parabolic continuation is doubtful so deep in the gap. A simple two-band correction multiplies each $\kappa^2$ by $1-\varepsilon/E_p$, where $\varepsilon$ is the depth and $E_p$ the separation from the coupled band. With a rough $E_p=3.5$ eV for both legs, numerical minimisation gives $2S=11.83$, which raises the exponential by a factor of 1.9.

In a silicon tunnel transistor, fields of a few MV/cm at the source junction are plausible. The gap and masses of the example are near accepted band-edge values for a field along $\langle110\rangle$ and the valleys that are light in that direction. The long-axis mass of $0.9\,m_0$ belongs instead to a field along $\langle100\rangle$, where the light-hole mass is about $0.20\,m_0$; with that hole mass throughout, raising $m_e$ from 0.20 to $0.9\,m_0$ gives a factor of 0.023 instead of 0.060 (about 0.03 once the fall of that hole mass to about $0.18\,m_0$ inside the gap is included). For a field along $\langle110\rangle$ the other four valleys have a mass of only about $0.32\,m_0$ along the field and a factor of about 0.33, so with four valleys against two they cannot be neglected. Deep in the gap, mixing with the split-off band lowers the light-hole mass below its band-edge value. In a six-band model for $\langle110\rangle$ it falls to about $0.11\,m_0$ at the depth of the event, which raises the exponential by a factor between two and three. The heavy-hole branch changes even more: in the same model it falls from about $0.57\,m_0$ at the band edge to about $0.29\,m_0$ at the depth of the event. Its factor is therefore near 0.1, not the 0.026 found above for a constant $0.5\,m_0$. The uniform field is a further idealisation, since charge in the junction makes the field vary. Let the field be 2 MV/cm at the entry and fall because of depleted doping of $5\times10^{18}$ cm$^{-3}$, with relative permittivity 11.7. Gauss's law gives a decrease of 0.077 MV/cm per nm. The path grows to 6.7 nm, and numerical minimisation gives a factor of 0.16. The decay constants still match at the best event position, but the two legs now see different fields, so (9) no longer applies.

Heavy doping can also narrow the gap; a reduction of 0.05 eV raises the exponential by a factor of 2.2. These shifts partly oppose one another, and (10) is best read as an estimate of the exponent, not of the current.

If electrons tunnel towards a gate insulator, a wall beyond the exit quantises their motion. For a hard wall, $\psi_c$ must vanish there. The lowest level lies $2.338\,fb$ above the band edge at the wall, where $-2.338$ is the first zero of $\mathrm{Ai}$. For $m_e=0.20\,m_0$ this is 0.46 eV, so at this field the onset of tunnelling into such a valley needs that much more band bending. A silicon valley with its long axis normal to the wall has a mass near $0.9\,m_0$ and a lowest level of only 0.28 eV, so it can be reached first. This needs a wall normal to $\langle100\rangle$; for a wall normal to $\langle110\rangle$ the heaviest valleys have about $0.32\,m_0$ and a level near 0.40 eV. At fixed field, the decay between the turning points is unchanged.

Without energy from phonons, impact ionisation requires at least one gap of kinetic energy. An electron that leaves the barrier at rest and exchanges no energy with phonons needs a further $1.1/0.2=5.5$ nm at 2 MV/cm to gain it. If the field vanishes before that distance is covered, such an electron does not reach this threshold. If the field only weakens, the electron can still reach it, over a longer distance.

Numbers in the example were calculated in double precision.
